\section*{Thickening of a Grain Boundary Fed by Unequal Diffusion Fluxes}

\section{One mobile species}

Take a flat grain boundary of width $\delta$ between two grains of pure A. Atoms of B enter along the boundary, in the direction $y$, while the A atoms do not move along it at all. Every atom occupies the volume $\Omega$, and the boundary keeps its width, so that a patch of unit area always has $\delta/\Omega$ atomic sites. A fraction $c$ of them holds B.

When B atoms arrive, there are more atoms than sites. The surplus plates onto the adjoining grains and pushes them apart. Let $h$ be the added separation of the grains, and let the plated material have the composition that the boundary has at that moment. A layer of thickness $dh$ then takes $(1-c)\,dh/\Omega$ atoms of A per unit area out of the boundary. No A arrives to replace them, so
\begin{equation}
\frac{\delta}{\Omega}\,d(1-c)=-(1-c)\frac{dh}{\Omega}
\quad\Longrightarrow\quad
\frac{d(1-c)}{1-c}=-\frac{dh}{\delta}.
\end{equation}
Integration from $c=0$, $h=0$ gives
\begin{equation}
h=\delta\ln\frac{1}{1-c}.
\label{eq:onespecies}
\end{equation}
For small $c$ this is $h\simeq\delta c$: each arriving B atom displaces one atom into the grains. At larger $c$ the displaced material itself contains B, and more arrivals are needed to raise $c$ further.

The result says how much has plated once $c$ is known. The local rate, and the effect of a moving host, require the fluxes.

\section{Two mobile species: the count of atoms}

Let $J_A$ and $J_B$ be the fluxes along $y$, in atoms per unit area of boundary cross-section and unit time, measured in the frame of the grains. The grains do not slide. Vacancies in the boundary stay at local equilibrium and their number is negligible beside the number of sites, so an excess of atoms cannot be stored as a shortage of vacancies.

Consider a strip of length $dy$ and unit depth. Through its cross-section $\delta$, the number of atoms arriving minus the number leaving, per unit time, is
\begin{equation}
\delta\,(J_A+J_B)\big|_{y}-\delta\,(J_A+J_B)\big|_{y+dy}
=-\delta\,\frac{\partial (J_A+J_B)}{\partial y}\,dy .
\end{equation}
Volume diffusion may also carry atoms away into the two grains. Call the net number lost, per unit area and time and summed over both faces, $j$. The number of sites in the strip is fixed, so all remaining surplus plates. Each plated atom adds the volume $\Omega$, and division by the area $dy$ of the strip gives the thickening rate
\begin{equation}
V\equiv\frac{\partial h}{\partial t}
=-\Omega\,\delta\,\frac{\partial (J_A+J_B)}{\partial y}-\Omega j .
\label{eq:count}
\end{equation}
A negative $V$ means that the grains supply atoms to the boundary and approach each other. The count fixes the sum of what happens at the two faces; it does not say how the deposit is shared between them. Nor does the composition of the deposit enter, because both species have the same atomic volume.

If the grains exchange atoms with the boundary one for one, $j=0$. This is assumed from here on. With intrinsic diffusivities $D_A$ and $D_B$ and no stress gradient,
\begin{equation}
\Omega J_B=-D_B\frac{\partial c}{\partial y},\qquad
\Omega J_A=-D_A\frac{\partial(1-c)}{\partial y}=+D_A\frac{\partial c}{\partial y}.
\label{eq:fick}
\end{equation}
Their sum is $-(D_B-D_A)\,\partial c/\partial y$, and equation \eqref{eq:count} becomes
\begin{equation}
\boxed{\;V=\delta\,\frac{\partial}{\partial y}\left[(D_B-D_A)\frac{\partial c}{\partial y}\right]\;}
\label{eq:V}
\end{equation}

Two limits show what the formula requires. If $D_A=D_B$, the fluxes cancel and $V=0$ for any profile. If the diffusivities differ but are constant and $c$ is linear in $y$, the net flux is not zero, yet as many atoms leave each strip as enter it, and again $V=0$. Unequal fluxes change the thickness only where their sum has a divergence, and they thicken the boundary where that divergence is negative. For constant $D_B>D_A$ this means plating where the profile of B is convex, $\partial^2c/\partial y^2>0$.

\section{How the composition evolves}

To use equation \eqref{eq:V} one needs $c(y,t)$, and here the composition of the deposit does matter. Suppose, as in the first section, that it equals that of the boundary. Let $s$ be the rate at which $c$ falls through one-for-one exchange of B for A with the grains. Per unit area, the balance of B is
\begin{equation}
\frac{\delta}{\Omega}\frac{\partial c}{\partial t}
=-\delta\frac{\partial J_B}{\partial y}-\frac{cV}{\Omega}-\frac{\delta}{\Omega}s .
\end{equation}
Multiply by $\Omega/\delta$ and insert $V=-\Omega\delta\,\partial(J_A+J_B)/\partial y$:
\begin{align}
\frac{\partial c}{\partial t}
&=-\Omega\frac{\partial J_B}{\partial y}
+c\,\Omega\frac{\partial (J_A+J_B)}{\partial y}-s \nonumber\\
&=-(1-c)\,\Omega\frac{\partial J_B}{\partial y}
+c\,\Omega\frac{\partial J_A}{\partial y}-s .
\label{eq:cflux}
\end{align}
With the fluxes \eqref{eq:fick}, and a prime for $\partial/\partial y$,
\begin{equation}
\frac{\partial c}{\partial t}=(1-c)(D_Bc')'+c\,(D_Ac')'-s .
\label{eq:c}
\end{equation}

Now let the ratio $r=D_A/D_B$ be constant, while $D_B$ itself may depend on $c$. Write $q=1-r$ and $X=(D_Bc')'$. Then $(D_Ac')'=rX$, and equations \eqref{eq:V} and \eqref{eq:c} read
\begin{equation}
V=\delta qX,\qquad
\frac{\partial c}{\partial t}+s=(1-c+rc)X=(1-qc)X .
\end{equation}
Elimination of $X$ gives a local relation without spatial derivatives:
\begin{equation}
V=\frac{\delta q}{1-qc}\left(\frac{\partial c}{\partial t}+s\right).
\label{eq:local}
\end{equation}

\subsection{No exchange with the grains}

For $s=0$, $r<1$ and $c$ rising from zero, $V$ is positive throughout, as the assumption about the deposit demands. At fixed $y$,
\begin{equation}
h=\delta\int_0^{c}\frac{q\,d\tilde c}{1-q\tilde c}
=\delta\ln\frac{1}{1-qc}.
\label{eq:log}
\end{equation}
For $r=0$ this is equation \eqref{eq:onespecies}. For $r\to1$ it tends to zero. For small $qc$ it becomes $h\simeq\delta qc$: a fraction $r$ of the arrivals is compensated by host atoms that leave.

The thickness depends on the composition reached and not on the time taken. If the source holds $c$ at $c_0$, plating stops when the boundary has filled to $c_0$. Even for $c_0=1$ the limit is $\delta\ln(1/r)$, which is $0.69\,\mathrm{nm}$ for $\delta=0.5\,\mathrm{nm}$ and $r=0.25$.

This law was tested by a numerical count of atoms that does not use equation \eqref{eq:V}: the boundary is divided into cells $20\,\mathrm{nm}$ long, A and B are moved separately, and the surplus over the sites is plated. For $c_0=0.5$, $D_A=10^5$ and $D_B=4\times10^5\,\mathrm{nm^2/s}$, after $1\,\mathrm{s}$, the largest deviation from equation \eqref{eq:log} beyond $100\,\mathrm{nm}$ from the source is $3.4\times10^{-4}$ of the limiting thickness $0.235\,\mathrm{nm}$. With both diffusivities multiplied by $e^{c}$ it is $3.1\times10^{-4}$. If $D_B$ alone is multiplied by $e^{2c}$, so that $r$ varies, the largest deviation beyond $100\,\mathrm{nm}$ after $1\,\mathrm{s}$, found in the cell at $110\,\mathrm{nm}$ and measured against the law with $r$ taken at $c=0$, is $0.43$ of that thickness. Part of this is only the changed value of $r$; if the local $q(c)$ is used inside the integral of equation \eqref{eq:log}, a deviation of $0.27$ remains. This number is specific to the chosen time and distance: the deviation is larger nearer the source, and there it still grows with time. The constant ratio is therefore a real condition.

\subsection{Continuing exchange}

If the grains keep taking B and returning A, $s$ stays positive. A steady profile, $\partial c/\partial t=0$, then still plates at the rate $\delta qs/(1-qc)$, and the limit on $h$ disappears. B must flow in to replace what the grains absorb, and its inflow exceeds the outflow of A.

As a test, $s=\kappa c$ with $\kappa=16\,\mathrm{s^{-1}}$ was put into the same count, a rate chosen to reach the steady state quickly. Within $600\,\mathrm{nm}$ of the source the rate agreed with the formula to $0.2\,\%$. In the first cell, centred $10\,\mathrm{nm}$ from the source, the thickness after $1\,\mathrm{s}$ was $4.5\,\mathrm{nm}$, about nineteen times the limit without exchange. This illustrates the formula and is not an estimate for a real metal: volume diffusion with the $D_v$ of the last section would give, at a stationary face held at fixed composition, an exchange coefficient of only $2\sqrt{D_v/(\pi t)}/\delta=0.012\,\mathrm{s^{-1}}$ after $1\,\mathrm{s}$.

\subsection{A host that moves faster}

For $r>1$, with $s=0$ and $c$ rising, more A leaves than B arrives. The grains must supply atoms, and these are pure A, not a mixture of composition $c$. The term $cV/\Omega$ in the balance of B is then absent, so
\begin{equation}
\frac{\partial c}{\partial t}=(D_Bc')'=X,\qquad
V=\delta(1-r)X=-\delta(r-1)\frac{\partial c}{\partial t},
\end{equation}
and integration gives
\begin{equation}
h=-\delta(r-1)c .
\label{eq:thin}
\end{equation}
The law is linear, whereas plating is logarithmic: interchanging the mobilities does not merely reverse the sign of $h$. With the two diffusivities above interchanged, $r=4$, and the count gives $h=-0.737\,\mathrm{nm}$ where $c=0.491$. The formula gives $-0.5\times3\times0.491=-0.737\,\mathrm{nm}$.

\section{The rate near a constant source}

Return to $r<1$ and $s=0$, with constant diffusivities, a long boundary empty of B at $t=0$, and $c=c_0$ held at $y=0$. The problem contains no length other than $\sqrt{D_Bt}$, so let $c=C(\eta)$ with $\eta=y/\sqrt{D_Bt}$. Since $\partial\eta/\partial t=-\eta/(2t)$,
\begin{equation}
\frac{\partial c}{\partial t}=-\frac{\eta}{2t}\frac{dC}{d\eta},\qquad
c''=\frac{1}{D_Bt}\frac{d^2C}{d\eta^2}.
\end{equation}
Equation \eqref{eq:c} is now $\partial c/\partial t=(1-qc)D_Bc''$, which becomes
\begin{equation}
\frac{d^2C}{d\eta^2}=-\frac{\eta}{2(1-qC)}\frac{dC}{d\eta},
\qquad C(0)=c_0,\quad C(\infty)=0,
\end{equation}
and the thickening rate is
\begin{equation}
V=\delta qD_Bc''=\frac{\delta q}{t}\frac{d^2C}{d\eta^2}.
\label{eq:Vsim}
\end{equation}
At the source $\eta=0$ and the curvature vanishes: the composition there no longer changes, so nothing more plates. Far away no B has arrived. The fastest plating therefore lies in between, at a fixed $\eta$; its position moves outward as $\sqrt t$ and its rate falls as $1/t$.

\subsection{Numbers}

The parameters are those used above: $\delta=0.5\,\mathrm{nm}$, $q=0.75$, $c_0=0.5$, $t=1\,\mathrm{s}$. The profile length is $\sqrt{4\times10^5}=632\,\mathrm{nm}$. The boundary is $4000\,\mathrm{nm}$ long and closed at its far end, more than six profile lengths away.

At $y=400\,\mathrm{nm}$ the solution has $c=0.316$. Equation \eqref{eq:log} gives
\begin{equation}
h=0.5\,\ln\frac{1}{1-0.75\times0.316}\ \mathrm{nm}=0.135\ \mathrm{nm}.
\end{equation}
The rate there is $V=0.041\,\mathrm{nm/s}$. By equation \eqref{eq:local} this corresponds to
\begin{equation}
\frac{\partial c}{\partial t}=\frac{(1-qc)V}{\delta q}
=\frac{0.763\times0.0413}{0.375}\ \mathrm{s^{-1}}=0.084\ \mathrm{s^{-1}} .
\end{equation}
At $200\,\mathrm{nm}$, $h=0.181\,\mathrm{nm}$ and $V=0.025\,\mathrm{nm/s}$; at $800\,\mathrm{nm}$, $h=0.069\,\mathrm{nm}$ and $V=0.050\,\mathrm{nm/s}$. Among these three depths, those nearer the source have plated more but are now plating more slowly. The maximum rate, $0.051\,\mathrm{nm/s}$, is at $740\,\mathrm{nm}$, or $\eta=1.17$.

The atom count tests the rate as well: beyond $100\,\mathrm{nm}$ it differs from equation \eqref{eq:Vsim} by at most $2.5\times10^{-4}$ of the maximum rate. These thicknesses are less than one atomic layer, for which $\Omega^{1/3}=0.23\,\mathrm{nm}$ is a measure. They can be read only as averages over a boundary area; the model does not describe how single layers form.

\section{When the grains resist}

So far the grains have moved apart freely. If they are held, plating compresses them. Let $\sigma$ be the normal stress on the boundary, positive in tension. Adding an atom moves the grains apart by a volume $\Omega$, and tension does the work $\Omega\sigma$, so
\begin{equation}
\mu_i=\mu_i^{0}(c)-\Omega\sigma,\qquad
J_i=-\frac{D_i^{*}c_i}{\Omega kT}\,\mu_i',\qquad c_B=c,\quad c_A=1-c .
\end{equation}
The $D_i^*$ are tracer diffusivities, and cross terms between the two fluxes are neglected. The Gibbs--Duhem relation at fixed temperature and stress, $(1-c)\,d\mu_A^0+c\,d\mu_B^0=0$, allows one factor $\varphi$ to serve both species:
\begin{equation}
\varphi\equiv\frac{c}{kT}\frac{d\mu_B^0}{dc}=-\frac{1-c}{kT}\frac{d\mu_A^0}{dc}.
\end{equation}
Hence
\begin{align}
\Omega J_B&=-D_B^*\varphi c'+cD_B^*\frac{\Omega\sigma'}{kT},\\
\Omega J_A&=+D_A^*\varphi c'+(1-c)D_A^*\frac{\Omega\sigma'}{kT}.
\end{align}
The intrinsic coefficients are thus $D_i=\varphi D_i^*$. With $D_m=cD_B^*+(1-c)D_A^*$, equation \eqref{eq:count} for $j=0$ gives
\begin{equation}
V=\delta\big[(D_B-D_A)c'\big]'-\frac{\delta\Omega}{kT}\big(D_m\sigma'\big)' .
\label{eq:Vstress}
\end{equation}
Composition drives a difference of fluxes, whereas stress drives both species the same way, from compression toward tension.

\subsection{A local elastic model}

Let each grain have the width $d$ normal to the boundary and respond as a spring of modulus $M$: $\sigma=-Mh/d$. This is an estimate that requires the profile to vary slowly over $d$. Take an ideal solution, $\varphi=1$, and put $u=h/\delta$. Then
\begin{equation}
\frac{\Omega\sigma'}{kT}=-\beta u',\qquad \beta=\frac{\delta\,\Omega M}{kT\,d}.
\end{equation}

Consider small disturbances $c_1$ and $u$ about a uniform composition $c$ without stress, with constant $D_A$ and $D_B$ and $\Delta=D_B-D_A$. Removed material is taken to have the boundary's composition, as deposited material does. Equation \eqref{eq:Vstress} divided by $\delta$ gives $\partial u/\partial t=\Delta c_1''+\beta D_mu''$. In equation \eqref{eq:cflux} the stress parts of the fluxes contribute
\begin{equation}
(1-c)\,cD_B\beta u''-c(1-c)D_A\beta u''=c(1-c)\Delta\beta u'' .
\end{equation}
With $D_f=(1-c)D_B+cD_A$, the two equations are
\begin{equation}
\frac{\partial}{\partial t}\begin{pmatrix}c_1\\u\end{pmatrix}
=\begin{pmatrix}D_f&c(1-c)\Delta\beta\\ \Delta&\beta D_m\end{pmatrix}
\begin{pmatrix}c_1''\\u''\end{pmatrix}.
\end{equation}
Write $a=1-c$. The determinant of the matrix, divided by $\beta$, is
\begin{align}
D_fD_m-ac\Delta^2
&=ac(D_A^2+D_B^2)+(a^2+c^2)D_AD_B \nonumber\\
&\quad-ac(D_A^2+D_B^2)+2ac\,D_AD_B \nonumber\\
&=(a+c)^2D_AD_B=D_AD_B .
\end{align}

For $\beta\to0$ composition spreads with $D_f$. For $\beta\to\infty$ the trace tends to $\beta D_m$, which is then the larger eigenvalue, and the smaller is the determinant divided by it:
\begin{equation}
D_{\rm rigid}=\frac{D_AD_B}{cD_B+(1-c)D_A}.
\end{equation}
Stress now builds up until it nearly balances the net flux, and B can advance only as A makes room. For a dilute guest, $c\to0$, free grains give $D_B$ and rigid grains also give $D_B$. For $c\to1$ both give $D_A$. The two cases differ at intermediate composition: at $c=0.3$ the formulas give $3.10\times10^5$ and $2.11\times10^5\,\mathrm{nm^2/s}$. Small cosine disturbances inserted in the separate flux laws, with $\beta=0$ and $\beta=10^4$, reproduce both values to within $0.1\,\%$.

\subsection{Back-stress in the example}

With $\Omega=0.012\,\mathrm{nm^3}$, $M=150\,\mathrm{GPa}$, $d=500\,\mathrm{nm}$ and $T=600\,\mathrm K$, one has $\Omega M=1.8\times10^{-18}\,\mathrm J$ and $kT=8.28\times10^{-21}\,\mathrm J$. Thus
\begin{equation}
\beta=\frac{0.5}{500}\times\frac{1.8\times10^{-18}}{8.28\times10^{-21}}=0.217 .
\end{equation}
The atom count was repeated with this $\beta$ and all other parameters held fixed. The source end is free of stress, which in this model means $h=0$ there. The profile length of $632\,\mathrm{nm}$ is not large beside $d=500\,\mathrm{nm}$, so the condition for the local elastic model is poorly met. The numbers below are results of that model and indicate only the direction and rough size of the real effect.

At $200\,\mathrm{nm}$ the thickness falls from $0.181$ to $0.094\,\mathrm{nm}$, at $400\,\mathrm{nm}$ from $0.135$ to $0.122\,\mathrm{nm}$, and at $800\,\mathrm{nm}$ it rises from $0.069$ to $0.073\,\mathrm{nm}$. The rates change more. At $400\,\mathrm{nm}$ the rate drops from $0.041$ to about $0.0045\,\mathrm{nm/s}$ ($0.0046$ with cells of $20\,\mathrm{nm}$, $0.0045$ in the continuum limit), and at $200\,\mathrm{nm}$ it becomes $-0.0325\,\mathrm{nm/s}$: material plated earlier is being removed. This fits the direction of the stress term in equation \eqref{eq:Vstress}, which carries atoms from the compressed boundary toward the stress-free end. Close to the source the free rate is therefore not a usable approximation in this example, while farther out it does better. In the local elastic model the two rates cross near $700\,\mathrm{nm}$; the free rate is $14\,\%$ too high at $600\,\mathrm{nm}$, $3\,\%$ too low at $800\,\mathrm{nm}$, and $5$ to $6\,\%$ too low between $1000$ and $2000\,\mathrm{nm}$. A non-local elastic response would change these percentages.

Removal raises again the question of what is removed. If it is pure host instead of material with the boundary's composition, $h$ at $200\,\mathrm{nm}$ is $0.100$ instead of $0.094\,\mathrm{nm}$. The largest compressive stress is $37\,\mathrm{MPa}$.

\section{Beside a real metallization}

The parameters are round values in the rough regime of copper interconnect metallization near $600\,\mathrm K$, a temperature of processing rather than of use; the guest is a generic faster substitutional metal. Boundary diffusivities vary by orders of magnitude with purity and boundary structure, so the time of $1\,\mathrm s$ carries little weight. A boundary $4\,\mu\mathrm m$ long and a grain width of $500\,\mathrm{nm}$ are large for fine interconnect lines. Since $\beta\propto1/d$, grains of $50\,\mathrm{nm}$ with all else fixed would have $\beta\simeq2.2$. In a confined film the grains do not separate freely; in the local elastic estimate, holding them changes $h$ at the three depths by roughly $-50\,\%$, $-10\,\%$ and $+5\,\%$ for $d=500\,\mathrm{nm}$, and by roughly $-90\,\%$, $-70\,\%$ and $-25\,\%$ for $d=50\,\mathrm{nm}$.

Two further omissions can be sized for free grains. With a rough volume diffusivity $D_v=3\times10^{-5}\,\mathrm{nm^2/s}$, a face held at composition $c$ takes up a volume $2c\sqrt{D_vt/\pi}$ of B per unit area. Two faces, compared with the boundary content $\delta c$, give the ratio $4\sqrt{D_vt/\pi}/\delta=0.025$. This treats the faces as stationary and is an upper estimate. At $400\,\mathrm{nm}$, with the deposit shared equally, each face advances by $h/2=0.068\,\mathrm{nm}$, much more than the penetration depth $\sqrt{D_vt}=0.0055\,\mathrm{nm}$, so the boundary borders on a deposit of nearly its own composition, and the ratio drops to about $0.002$. Both lengths are far below an atomic spacing, so these numbers show only that the loss is small. If the guest atom is $10\,\%$ larger in volume than the host, the boundary's own sites swell by $0.1\,\delta c=0.016\,\mathrm{nm}$ at $400\,\mathrm{nm}$, about $12\,\%$ of the plated thickness there; the B contained in the deposit adds another $0.002\,\mathrm{nm}$, for $13\,\%$ in all. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
boundary width 0.5 nm; length 4000 nm; time 1.0 s
D_A 1.0e+05, D_B 4.0e+05 nm^2/s; r 0.25, q 0.75
source fraction c0 0.5; temperature 600 K
profile length sqrt(D_B t) 632.5 nm
thickening limit for c0 0.2350 nm
thickening limit for c=1 0.6931 nm
y=200 nm: c 0.4046, h 0.1808 nm, V 0.02504 nm/s
  ledger: c 0.4047, h 0.1809 nm, V 0.02504 nm/s
  with back-stress: h 0.0938 nm (removal as pure host 0.1003 nm)
  with back-stress: V -0.03250 nm/s
y=400 nm: c 0.3158, h 0.1351 nm, V 0.04127 nm/s
  ledger: c 0.3158, h 0.1352 nm, V 0.04127 nm/s
  with back-stress: h 0.1216 nm (removal as pure host 0.1228 nm)
  with back-stress: V 0.00456 nm/s
y=800 nm: c 0.1726, h 0.0693 nm, V 0.05030 nm/s
  ledger: c 0.1726, h 0.0693 nm, V 0.05030 nm/s
  with back-stress: h 0.0731 nm (removal as pure host 0.0725 nm)
  with back-stress: V 0.05200 nm/s
fastest V 0.05053 nm/s at y 740 nm
atomic layer, cube root of Omega 0.229 nm
Omega 0.012 nm^3; M 150 GPa; d 500 nm
back-stress parameter beta 0.2173
peak compressive stress 36.6 MPa
volume diffusivity 3.0e-05 nm^2/s
volume leakage / boundary content 0.0247
swelling at 400 nm for size misfit 0.1: 0.0158 nm
relative error, ledger vs similarity: c 2.7e-05, V 2.5e-04
log-law error: constant D 3.4e-04, D(c) 3.1e-04
log-law error when r varies (control) 0.434
host faster, r=4: h at first cell -0.7366 nm for c 0.4911
exchange 16 1/s: largest h 4.469 nm, largest V 4.261 nm/s
c=0.3: free spreading 3.0999e+05 nm^2/s (formula 3.1000e+05)
c=0.3: rigid spreading 2.1051e+05 nm^2/s (formula 2.1053e+05)
\end{verbatim}
